# Soffer's specularity for a rough metal surface, and where it holds, part 1

(Sections cited here and not found follow in the second part.)

## First half: the mirror beam from a rough wall

Q: An electron in a thin metal film runs into a rough surface, and I am told that it has some probability of being reflected as if from a mirror. Before any formula, what is reflected, and from what?

A: Take a free-electron metal that fills the region \(z>\zeta(x,y)\). The height \(\zeta\) varies from place to place about the plane \(z=0\). At the surface the wave function must vanish, which is called a hard wall. The electron has the Fermi wavelength \(\lambda_F\) and the wavenumber \(k=2\pi/\lambda_F\). It arrives at the angle \(\theta\) from the surface normal, so its wavevector has a normal part of size \(k_z=k\cos\theta\) and a lateral part \(\mathbf k_\parallel\) of length \(k\sin\theta\). With \(\mathbf r=(x,y)\), the incoming wave is

\[
\psi_{\rm in}=e^{i\mathbf k_\parallel\cdot\mathbf r-ik_zz}.
\]

The minus sign says that the electron moves towards smaller \(z\), out of the metal and towards the wall.

Q: And "as if from a mirror" means that the angle is kept?

A: It means that the whole lateral wavevector \(\mathbf k_\parallel\) is kept, in length and in direction. The scattering is elastic, so the normal part then has the same size \(k_z\) with its sign reversed. The specularity \(p(\theta)\) is the fraction of the incident electron flux that leaves in this one plane wave. Everything else is diffuse.

Q: A flat wall reflects everything. How can height alone matter, if every piece of the wall is a perfect reflector?

A: Through the phase. Put a flat wall at \(z=c\) and write the reflected wave as \(R\,e^{i\mathbf k_\parallel\cdot\mathbf r+ik_zz}\). The sum of both waves must vanish at the wall. The common lateral factor drops out, and

\[
e^{-ik_zc}+R\,e^{ik_zc}=0
\quad\Longrightarrow\quad
R=-e^{-2ik_zc}.
\]

The modulus of \(R\) is one for every \(c\), so all the flux comes back. The phase depends on the height. Raising the wall by \(c\) into the metal shortens the path, down and up again, by \(2c\cos\theta\). Multiplied by \(k\), this is the phase \(2k_zc\), and the minus sign in the exponent records that the path became shorter.

Q: Real surfaces are not infinitely hard. Does the phase survive a softer barrier?

A: Suppose that a flat barrier reflects totally, with an amplitude \(r_0\) of modulus one when it stands at \(z=0\). Moving it to \(z=c\) is a change of origin. Measured from the new origin, the incoming wave carries an extra factor \(e^{-ik_zc}\), and the reflected wave \(e^{ik_z(z-c)}\) brings another \(e^{-ik_zc}\). The amplitude becomes \(r_0e^{-2ik_zc}\). The height-dependent phase is the same, and the constant \(r_0\) has no effect on a squared modulus. For the hard wall, \(r_0=-1\).

Q: That was a flat wall. A rough one has no single height.

A: This is where the approximation enters. Assume that the surface varies so gently that each point reflects as a flat wall at its own height would. I call this the local-phase approximation. Extended back to the plane \(z=0\), the reflected wave is then

\[
\psi_{\rm ref}(\mathbf r,0)=R(\mathbf r)\,e^{i\mathbf k_\parallel\cdot\mathbf r},
\qquad
R(\mathbf r)=-e^{-2ik_z\zeta(\mathbf r)} .
\]

It ignores the tilt of the surface and any wave that passes sideways from one part of the surface to another. Whether this is allowed has to be decided by the wave equation, and the second half does so.

Q: Granting it for now, how do you pick out the mirror beam?

A: By resolving the reflected wave into plane waves. Over an illuminated area \(S\), the component with lateral wavevector \(\mathbf k_\parallel+\mathbf g\) has the amplitude

\[
R_{\mathbf g}=\frac1S\int_S R(\mathbf r)\,e^{-i\mathbf g\cdot\mathbf r}\,d^2r .
\]

The mirror beam has \(\mathbf g=0\). The factor \(e^{i\mathbf k_\parallel\cdot\mathbf r}\) has cancelled, and what is left is the plain lateral average of \(R(\mathbf r)\):

\[
R_0=-\frac1S\int_S e^{-2ik_z\zeta(\mathbf r)}\,d^2r .
\]

A plane wave of amplitude \(R\) and normal wavenumber \(q\) carries the flux \((\hbar q/m)|R|^2\) through unit area, where \(m\) is the electron mass. The incident wave and the mirror beam have the same normal wavenumber, so the flux ratio is simply \(|R_0|^2\).

Q: You now need the heights at every point of the surface.

A: I need their statistics. Suppose that the height at any one point is a Gaussian random variable with zero mean and root-mean-square value \(h\). For a wide enough area, the lateral average may be replaced by the average over this distribution, written with angle brackets:

\[
\left\langle e^{-2ik_z\zeta}\right\rangle
=\int_{-\infty}^{\infty}\frac{d\zeta}{\sqrt{2\pi}\,h}\,
\exp\!\left(-\frac{\zeta^2}{2h^2}-2ik_z\zeta\right).
\]

To complete the square, note that \((\zeta+2ik_zh^2)^2=\zeta^2+4ik_zh^2\zeta-4k_z^2h^4\). Therefore

\[
-\frac{\zeta^2+4ik_zh^2\zeta}{2h^2}
=-\frac{(\zeta+2ik_zh^2)^2}{2h^2}-2k_z^2h^2 .
\]

The last term does not depend on \(\zeta\) and comes out of the integral. The remaining integral runs over a Gaussian whose argument is shifted by an imaginary constant. The integrand has no singularities and vanishes at both far ends, so the line of integration may be moved back to the real axis, where the normalised integral is one. The result is

\[
\left\langle e^{-2ik_z\zeta}\right\rangle=e^{-2k_z^2h^2}.
\]

Q: This has a factor 2 in the exponent. The formula that I have seen has \(4\pi\), squared.

A: The specularity is a flux ratio, so the amplitude must be squared, and this doubles the exponent:

\[
p=\left|\langle R\rangle\right|^2=e^{-4k_z^2h^2}.
\]

Now insert \(k_z=2\pi\cos\theta/\lambda_F\). Then \(4k_z^2h^2=16\pi^2h^2\cos^2\theta/\lambda_F^2\), and this is the square of \(4\pi h\cos\theta/\lambda_F\). So

\[
\boxed{\,p(\theta)=\exp\!\left[-\left(\frac{4\pi h\cos\theta}{\lambda_F}\right)^{2}\right]\,}
\]

This is the Soffer specularity. The quantity in round brackets is the root-mean-square phase of the local reflection, \(2k_zh\).

Q: It says that an electron hitting the surface head-on is scattered most. I would have expected a grazing electron to catch on every bump.

A: In this approximation the phase counts, and the phase comes from the path difference \(2\zeta\cos\theta\). Head-on, a bump of height \(\zeta\) shortens the path by \(2\zeta\). Near grazing incidence the same bump hardly changes the path, and \(p\) tends to one. If the angle were measured from the surface plane, the cosine would become a sine. Your worry about bumps is not empty, though. Near grazing incidence the approximation itself gives way, as the second half shows.

Q: Give me numbers, so that I can see how smooth a surface must be.

A: Take the round model values \(\lambda_F=0.5\) nm and \(h=0.05\) nm, a tenth of the wavelength. The exponent at normal incidence is

\[
A=\left(\frac{4\pi h}{\lambda_F}\right)^2
=\left(\frac{4\pi\times0.05}{0.5}\right)^2=1.579,
\qquad p(\theta)=e^{-A\cos^2\theta}.
\]

At \(\theta=0\) this gives \(p=0.206\). At \(60^\circ\), \(\cos^2\theta=0.25\), the exponent is \(0.395\), and \(p=0.674\). The values at other angles are:

| \(\theta\) | \(p\) |
|---|---|
| 30° | 0.306 |
| 45° | 0.454 |
| 75° | 0.900 |
| 85° | 0.988 |

A roughness of one tenth of a wavelength thus removes about four fifths of the mirror beam at normal incidence.

Q: Electrons in a metal arrive from all directions. Is there one number for the surface?

A: There is one for the fraction of arriving electrons that is reflected specularly. For an isotropic distribution, the flux onto the wall from a given direction is proportional to \(\cos\theta\), and the solid angle is proportional to \(\sin\theta\,d\theta\). With \(u=\cos\theta\), the normalised average is

\[
\bar p=\frac{\int_0^1u\,p\,du}{\int_0^1u\,du}
=2\int_0^1u\,e^{-Au^2}du .
\]

The substitution \(t=u^2\), \(dt=2u\,du\), turns it into

\[
\bar p=\int_0^1e^{-At}dt=\frac{1-e^{-A}}{A}
=\frac{1-0.206}{1.579}=0.503 .
\]

For small \(A\) this tends to \(1-A/2\), and for large \(A\) to \(1/A\). It is not the average that a resistivity needs. In a film much thicker than the mean free path, the surface part of the resistivity weights each electron also by the square of its lateral velocity, which vanishes at normal incidence. One factor comes from the driving field, the other from the current that the electron carries.

Q: How much of this rests on the Gaussian? Suppose that the surface has two terraces, at \(+h\) and \(-h\), with equal areas.

A: The root-mean-square height is again \(h\), but the average becomes

\[
\tfrac12\left(e^{-2ik_zh}+e^{2ik_zh}\right)=\cos(2k_zh),
\qquad p=\cos^2(2k_zh).
\]

At normal incidence in the example this is \(0.095\), less than half of the Gaussian \(0.206\). For small phases the two agree to leading order. Expanding the exponential gives \(\langle e^{-2ik_z\zeta}\rangle\simeq1-2k_z^2h^2\) for zero mean height, and therefore \(p\simeq1-4k_z^2h^2\), in both cases. The full exponential needs the Gaussian distribution. The first term needs just the root-mean-square height.

Q: You have derived the formula without once using the word "uncorrelated". Yet I have seen it quoted for uncorrelated roughness.

A: The average at one point does not know about correlations. They matter when I replace the lateral average by the statistical one, because a finite area has its own accidental average. Let \(c(\mathbf r-\mathbf r')\) be the correlation of two heights, divided by \(h^2\). It is one at zero distance and falls to zero beyond a correlation length \(\ell\). If the heights are jointly Gaussian, the difference \(\zeta-\zeta'\) is Gaussian with the variance \(h^2+h^2-2h^2c=2h^2(1-c)\). The average found above, \(\langle e^{-2ik_zX}\rangle=e^{-2k_z^2\langle X^2\rangle}\), then gives

\[
\langle R(\mathbf r)R^*(\mathbf r')\rangle=e^{-4k_z^2h^2(1-c)}
=p\,e^{4k_z^2h^2c}.
\]

Subtract and add \(p\), and average over both positions:

\[
\langle|R_0|^2\rangle=p+\frac{p}{S^2}\int_S\!\int_S
\left(e^{4k_z^2h^2c}-1\right)d^2r\,d^2r' .
\]

The last integrand is appreciable when the points are within about \(\ell\) of each other. The second term therefore falls as \(\ell^2/S\). It is the small part of the diffuse wave that happens to leave in the mirror direction.

Q: A case that I can count by hand would help.

A: Divide the surface into \(N\) equal patches, each with its own independent height. Then \(R_0\) is the mean of \(N\) numbers of modulus one. In \(\langle|R_0|^2\rangle\) there are \(N\) terms in which a patch meets itself, each equal to one, and \(N(N-1)\) terms in which two different patches meet, each equal to \(p\):

\[
\langle|R_0|^2\rangle=\frac{N+N(N-1)p}{N^2}=p+\frac{1-p}{N}.
\]

For \(N=20\) at normal incidence this is \(0.206+0.794/20=0.246\), and random sampling of such patches also gives \(0.246\). So "uncorrelated" has a sound meaning: the coherently illuminated width contains many independent regions. It does not have to mean that \(\ell\) is zero.

## Second half: what the wave equation permits

Q: Remind me what is settled before I attack the approximation.

A: The metal fills \(z>\zeta\), with Gaussian heights of root-mean-square value \(h\) and correlation length \(\ell\). An electron of wavenumber \(k=2\pi/\lambda_F\) arrives at the angle \(\theta\) from the normal, with normal wavenumber \(k_z=k\cos\theta\). If each point reflects with its own phase, \(R=-e^{-2ik_z\zeta}\), the specularity is \(p=e^{-4k_z^2h^2}\). The example has \(\lambda_F=0.5\) nm and \(h=0.05\) nm, which gives \(p=0.206\), \(0.306\) and \(0.674\) at \(0^\circ\), \(30^\circ\) and \(60^\circ\).

Q: Then let me take "uncorrelated" literally and let \(\ell\) go to zero. Your formula does not contain \(\ell\). Does it stay true?

A: No. To see it, solve the wave equation for weak roughness without the local-phase approximation. Let the height vary along \(x\), in the plane of incidence, with a long period \(L\), and write

\[
\zeta(x)=\sum_g\zeta_g e^{igx},\qquad
\zeta_{-g}=\zeta_g^*,\qquad
W(g)=\langle|\zeta_g|^2\rangle,\qquad \sum_gW(g)=h^2 .
\]

Here \(g\) runs over multiples of \(2\pi/L\), and \(W\) says how the squared roughness is shared among lateral scales. With \(k_x=k\sin\theta\), the wave function is

\[
\psi=e^{ik_xx-ik_zz}+\sum_gR_g\,e^{i(k_x+g)x+iq_gz},
\qquad q_g=\sqrt{k^2-(k_x+g)^2}.
\]

Each term satisfies the free wave equation with the same energy. When \(|k_x+g|<k\), \(q_g\) is real and positive, and the wave travels into the metal. Otherwise \(q_g\) is taken as positive imaginary, and the wave decays away from the surface. Such a wave is called evanescent and carries no flux away. I use this sum right down to the surface, which is suited to small heights and small slopes.

The local-phase approximation has given the Soffer specularity, which does not contain the correlation length, and the wave function for a weakly rough wall has been written down. It remains to impose the hard-wall condition on that wave function and find where the formula holds and where it fails.

All numerical values are calculated from the stated model.
